# Long-range dipole electron-phonon vertex and its Fröhlich limit, part 2

In a three-dimensional insulator the electron-phonon vertex of an optical mode is \(g=g^L+O(q^0)\) as \(q\to0\), with

\[ g^L_{mn\nu}(\mathbf k,\mathbf q)= \frac{ie^2}{\varepsilon_0\Omega}\sum_\kappa\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\sum_{\mathbf G}\frac{\mathbf K\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\mathbf K\cdot\varepsilon_\infty\cdot\mathbf K}\,\langle\psi_{m\mathbf k+\mathbf q}|e^{i\mathbf K\cdot(\mathbf r-\boldsymbol\tau_\kappa)}|\psi_{n\mathbf k}\rangle , \tag{1}\]

where \(\mathbf K=\mathbf q+\mathbf G\neq0\). The Fröhlich form for a cubic diatomic crystal, still to be proved, is

\[ |g|^2=\frac{e^2\hbar\omega_L}{2\varepsilon_0\Omega q^2}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big). \tag{2}\]

Units are SI and the electron charge is \(-e\). \(\Omega\) is the cell volume and \(N\) the number of cells. Atom \(\kappa\), of mass \(M_\kappa\), sits at \(\mathbf R+\boldsymbol\tau_\kappa\) and is displaced by \(\mathbf u\,e^{i\mathbf q\cdot\mathbf R}\). Mode \(\nu\) has frequency \(\omega_{\mathbf q\nu}\) and eigenvector \(\mathbf e_{\kappa\nu}\), with \(\sum_\kappa|\mathbf e_{\kappa\nu}|^2=1\). The coupling is \(N^{-1/2}\sum g\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k}(b+b^\dagger)\). The clamped-ion and static dielectric tensors are \(\varepsilon_\infty\) and \(\varepsilon_s\); \(\omega_L\) is the LO frequency.

With macroscopic field \(\mathbf E\) and polarization \(\mathbf P\), the Born charge is \(eZ^*_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}\) at \(\mathbf E=0\). Reciprocity gives the force \(F_{\kappa\beta}=eE_\alpha Z^*_{\kappa,\alpha\beta}\), and \(\sum_\kappa Z^*_\kappa=0\). The macroscopic potential energy \(\Phi\) of an electron, with \(\mathbf E=i\mathbf q\Phi/e\), is

\[ \Phi=\frac{ie^2}{\varepsilon_0\Omega}\,\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf u}{\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q}\,e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}+O(q^0). \tag{7}\]

The remainder of the potential per unit displacement is bounded, but can depend on \(\hat{\mathbf q}\) at \(q\to0\).

An earlier test, lines A of the numerical output, used a layered insulator: two sheets of Gaussian ionic charge \(ze\) with attractive wells, and \(\mathbf q\) along the normal. There "full" and "dipole" are the moduli of the full vertex per unit displacement and of (7), for sheet 2 and the conduction band at \(k=0.3\pi/(0.4\ \text{nm})\).

## 4. Tensors

The layered case cannot tell \(Z^*\) from its transpose. A triclinic model of three polarizable point ions can. The static fields and forces at its sites are taken to be balanced by fixed local terms, so the ions carry no permanent dipoles and the energy is quadratic in displacements and dipoles. The induced dipoles are solved at finite \(\mathbf q\) with Ewald sums, and the potential, all \(\mathbf G\) included, is averaged over a Gaussian probe orbital. Here \(\varepsilon_\infty\) has eigenvalues 1.94, 2.05 and 3.04, and \(Z^*\) is not symmetric: for the second ion \(Z^*_{xz}=-0.002\) and \(Z^*_{zx}=0.337\). At small \(q\) in two directions, the nine displacement components of the vertex differ from (7) by \(2.1\times10^{-4}\) and \(2.7\times10^{-4}\) relative to the norm of the dipole term, against 0.16 when \(Z^*\) is transposed. The remainder is tested to be stable under doubling of \(q\); its norm is 58.6 and 70.7 eV/nm, and the two remainder vectors differ by 24.8 eV/nm, which confirms the direction dependence. The probe is a fixed orbital and not an eigenstate, so the size of the remainder has no meaning beyond this model.

## 5. Modes and a sum rule

The field behind (7) also acts on the ions. With \(c=e^2/\varepsilon_0\Omega\), \(\mathbf E=i\mathbf q\Phi/e=-(c/e)\,\mathbf q\,(\mathbf q\cdot Z^*_{\kappa'}\mathbf u_{\kappa'})/(\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q)\) at \(q\to0\). Reciprocity gives the force \(eE_\alpha Z^*_{\kappa,\alpha\beta}\), and minus its derivative adds to the zero-field force constants \(C_0\). Define the mass-weighted vector \(\zeta_{\kappa\beta}=\hat q_\alpha Z^*_{\kappa,\alpha\beta}/\sqrt{M_\kappa}\), \(E_\infty=\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}\) and \(D_0=M^{-1/2}C_0M^{-1/2}\). The dynamical matrix is

\[ D(\hat{\mathbf q})=D_0+(c/E_\infty)\,\zeta\zeta^T,\qquad |g_\nu|^2=\frac{c^2}{q^2E_\infty^2}\frac{\hbar}{2\omega_\nu}|\zeta\cdot e_\nu|^2, \tag{8}\]

the second relation being the intraband limit of (1). A mode couples as \(1/q\) if \(\zeta\cdot e_\nu\neq0\). A translation has \(e_\kappa\propto\sqrt{M_\kappa}\,\mathbf t\), so \(\zeta\cdot e\propto\hat{\mathbf q}\cdot\sum_\kappa Z^*_\kappa\mathbf t=0\), and \(\zeta\) lies in the optical subspace. There \(D_0\) is taken to be positive definite, which means that the lattice is stable at zero macroscopic field and has no soft optical mode.

In a static field at fixed strain the ions relax according to \(C_0u=eZ^{*T}\mathbf E\). The solution is unique up to a translation, which carries no polarization, and \(\mathbf P_{\rm ion}=eZ^*u/\Omega\). Projected on \(\hat{\mathbf q}\), this gives \(E_s=\hat{\mathbf q}\cdot\varepsilon_s\cdot\hat{\mathbf q}=E_\infty+ca\) with \(a=\zeta^TD_0^{-1}\zeta\). Since \(D^{-1}=\sum_\nu e_\nu e_\nu^\dagger/\omega_\nu^2\), (8) gives \(\sum_\nu2|g_\nu|^2/\hbar\omega_\nu=c^2b/(q^2E_\infty^2)\) with \(b=\zeta^TD^{-1}\zeta\). To find \(b\), solve \(Dy=\zeta\): \(y=D_0^{-1}\zeta\,(1-cb/E_\infty)\), and contraction with \(\zeta\) gives \(b=a(1-cb/E_\infty)\), so \(b=aE_\infty/(E_\infty+ca)\). Then \(c^2b/E_\infty^2=c\,(E_s-E_\infty)/(E_\infty E_s)\), and

\[ \sum_{\nu\ {\rm optical}}\frac{2|g_\nu|^2}{\hbar\omega_\nu}=\frac{e^2}{\varepsilon_0\Omega q^2}\Big(\frac1{E_\infty}-\frac1{E_s}\Big). \tag{9}\]

The right side is the difference between the Coulomb kernel screened by electrons and that screened by electrons and ions. In the triclinic model the frequencies of the full finite-\(q\) matrix agree with those of (8), and \(q^2\) times the two sides of (9) are 5.3475 and 5.3475 eV/nm² in one direction and 5.0556 and 5.0556 in the other.

The restriction to optical modes matters. In a piezoelectric crystal an acoustic wave has strain \(\propto qu\), hence \(P\propto qu\) and \(\Phi\propto qP/q^2=O(q^0)\). With \(\omega\propto q\), \(|g|^2/\omega\propto1/\omega^2\propto1/q^2\), the same order as (9). The macroscopic component in the triclinic model shows this scaling, with 1.14 and 1.58 eV/nm². These values are not purely piezoelectric: the springs and fixed local terms of the model are not rotationally invariant, so it is polarized by local rotation as well as by strain. In the centrosymmetric model below the same quantity is tested to be negligible.

## 6. The Fröhlich limit

In a cubic diatomic crystal the tensors are scalars and \(Z^*_1=-Z^*_2=Z^*\). With \(M=M_1+M_2\), the optical eigenvectors orthogonal to translations are \(\mathbf e_1=\sqrt{M_2/M}\,\mathbf n\), \(\mathbf e_2=-\sqrt{M_1/M}\,\mathbf n\), and

\[ \zeta\cdot e=Z^*\,\hat{\mathbf q}\cdot\mathbf n\,\frac{M_2+M_1}{\sqrt{MM_1M_2}}=\frac{Z^*\hat{\mathbf q}\cdot\mathbf n}{\sqrt\mu},\qquad \mu=\frac{M_1M_2}{M}. \]

It vanishes for the TO modes. For the LO mode (8) gives \(\omega_L^2=\omega_T^2+cZ^{*2}/(\varepsilon_\infty\mu)\) and

\[ |g_L|=\frac{cZ^*}{\varepsilon_\infty q}\sqrt{\frac{\hbar}{2\mu\omega_L}}. \tag{10}\]

Also \(a=Z^{*2}/\mu\omega_T^2\), so \(\varepsilon_s=\varepsilon_\infty+cZ^{*2}/\mu\omega_T^2=\varepsilon_\infty\omega_L^2/\omega_T^2\), the Lyddane-Sachs-Teller relation. Then \(1/\varepsilon_\infty-1/\varepsilon_s=(\omega_L^2-\omega_T^2)/(\varepsilon_\infty\omega_L^2)=cZ^{*2}/(\varepsilon_\infty^2\mu\omega_L^2)\). Multiplying by \(c\hbar\omega_L/2q^2\) gives \(c^2Z^{*2}\hbar/(2\varepsilon_\infty^2\mu\omega_Lq^2)\), the square of (10), which proves (2). It is (9) with one coupled mode.

The divergence is integrable because \(d^3q=4\pi q^2dq\). Let \(|g|=C/q\) and take a parabolic band of mass \(m^*\), a dispersionless LO mode, zero temperature, unit overlap and an unbounded \(q\) range. With \(N^{-1}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3\) and \(r_p=(\hbar/2m^*\omega_L)^{1/2}\), the second-order shift of the band bottom is

\[ \Delta E=-\frac{\Omega C^2}{2\pi^2\hbar\omega_L}\int_0^\infty\frac{dq}{1+q^2r_p^2}=-\frac{\Omega C^2}{4\pi\hbar\omega_Lr_p}=-\alpha\hbar\omega_L, \]

the integral being \(\pi/2r_p\). Inserting \(C^2\) from (2) and \(1/r_p=(2m^*\omega_L/\hbar)^{1/2}\),

\[ \alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m^*}{2\hbar\omega_L}}\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\Big). \]

## 7. Worked example

The model is a rock-salt lattice of polarizable point ions with round parameters: \(a=0.5\) nm, \(\Omega=a^3/4=0.03125\) nm³, charges \(\pm e\), masses 20 and 30 u (\(\mu=12\) u), isotropic springs \(k=30\) N/m to the six neighbours, and polarizability volumes \(0.5\,\Omega\) and \(\Omega\), defined by dipole \(=\varepsilon_0\times\)volume\(\times\)local field. It has no charge transfer, no exchange-correlation and no band structure; \(m^*=0.5\,m_e\) is a separate input.

At cubic sites the local field is the Lorentz value \(\mathbf E+\mathbf P/3\varepsilon_0\). Let \(x=1.5\,\Omega/3\Omega=1/2\). With clamped ions \(P=3x\varepsilon_0E+xP\), so \(\varepsilon_\infty=1+3x/(1-x)=4\). At \(E=0\), \(P=eu/\Omega+xP\), so \(Z^*=1/(1-x)=2\). The Ewald solution returns both values. The LO-TO term is \(cZ^{*2}/\varepsilon_\infty=c=92.77\) N/m. The Lorentz force \(eP/3\varepsilon_0=cu/3(1-x)\) softens the springs to \(\mu\omega_T^2=180-\tfrac23\times92.77=118.15\) N/m. Then \(\omega_L^2/\omega_T^2=(118.15+92.77)/118.15=1.7852\), with \(\hbar\omega_T=50.68\) meV and \(\hbar\omega_L=67.72\) meV. Direct static relaxation gives \(\varepsilon_s=7.1408=4\times1.7852\), and \(1/4-1/7.1408=0.10996\).

In (10), \(cZ^*/\varepsilon_\infty=289.52\) eV/nm² and the zero-point length is 5.0715 pm, so \(C=289.52\times0.0050715=1.4683\) eV/nm \(=2.35\times10^{-10}\) J/m. The microscopic limit of \(q|g_L|\) and the value from (2) are both 1468.30 meV/nm.

Along [123], with the probe of width \(s=0.08\) nm on the cation, \(|g_L|\) is 14682.5, 1462.9 and 472.7 meV at \(q=0.1\), 1 and 3 nm⁻¹, below \(C/q\) by 0.004%, 0.37% and 3.4% of \(C/q\). These deviations combine the probe's overlap factor \(e^{-q^2s^2/2}\), the \(q\) dependence of the screened dipole and of the frequency, and the \(\mathbf G\ne0\) terms. All of these enter at relative order \(q^2\) and can partly cancel, so the deviation does not measure the overlap factor alone. No \(q^0\) term appears because the probe sits on an inversion centre: inversion sends \(\mathbf u\to-\mathbf u\) and \(\mathbf q\to-\mathbf q\), so the vertex with the phase \(e^{-i\mathbf q\cdot\boldsymbol\tau}\) removed is odd in \(\mathbf q\). For the same reason the TO coupling, lacking the \(1/q\) term, starts no earlier than first order: along [123] it is 1.04, 5.17 and 10.3 meV at 0.1, 0.5 and 1 nm⁻¹, while along [100], [110] and [111] symmetry makes it vanish for this probe.

Finally \(r_p=1.06\) nm, \(\alpha=1.10\) and \(\Delta E=-1.102\times67.72=-74.6\) meV; quadrature with the microscopic \(C\) gives the same value. The fraction of the integral below \(Q\) is \((2/\pi)\arctan(Qr_p)\), which is 0.81 at \(Q=3\) nm⁻¹, where \(|g_L|^2\) along [123] lies about 7% below (2); the deviation depends on direction, so this figure does not bound it over the sphere. The part beyond \(Q=2\pi/a\), of the order of the zone boundary, is about \(2/(\pi Qr_p)\approx5\%\) of \(\Delta E\) and is an artefact of the unbounded range. The integral also keeps \(|g|=C/q\) and a constant frequency at all \(q\), although \(|g_L|\) along [123] falls below \(C/q\) as \(q\) grows, and it is only the leading term in \(\alpha\), which here is of order one. The value \(-74.6\) meV is therefore the second-order shift of the Fröhlich model with this \(C\), and only an estimate of the shift in the lattice model.

## Numbers as computed

```
A: a=0.4 nm, Om=0.064 nm^3, width=0.05 nm, z=[1.5, 0.5], wells=[3.0, 1.5] eV, tau2=0.16 nm
A: gap = 3.0603 eV; eps_inf (field response) = 3.44311
A: Z* Berry = -1.13058, 1.13058; Z* force = -1.13058, 1.13058
A: 1/epsinv_00 at q=0.005 1/nm = 3.44311
A: atom 2, q=0.01 1/nm: |full|=9283.926, |dipole|=9283.936, |interband|=11.714 eV/nm
A: atom 2, q=0.10 1/nm: |full|=928.383, |dipole|=928.365, |interband|=11.741 eV/nm
A: atom 2, q=1.00 1/nm: |full|=93.212, |dipole|=92.635, |interband|=11.662 eV/nm
B: triclinic eps_inf eigenvalues = [1.9419 2.0509 3.0356]
B: Z*_1 xy, yx = -0.3809, -0.2129; Z*_2 xz, zx = -0.0020, 0.3372
B: dir [0.267 0.535 0.802]: rel. error 2.1e-04, with transposed Z* 1.6e-01; |remainder| 58.556 eV/nm
B:   q^2 sum optical 5.3475, formula 5.3475, acoustic (piezo) 1.1387 eV/nm^2
B: dir [ 0.873 -0.436  0.218]: rel. error 2.7e-04, with transposed Z* 1.6e-01; |remainder| 70.692 eV/nm
B:   q^2 sum optical 5.0556, formula 5.0556, acoustic (piezo) 1.5771 eV/nm^2
B: remainder difference between the two directions = 24.846 eV/nm
C: a=0.5 nm, Om=0.03125 nm^3, M=20.0,30.0 u, mu=12.0 u, k=30.0 N/m, m*=0.5 m_e
C: ion charges +-1 e, polarizability volumes 0.5, 1.0 Om, probe width 0.08 nm
C: eps_inf = 4.0000, Z* = 2.0000, eps_s = 7.1408, 1/eps_inf-1/eps_s = 0.10996
C: TO force constant = 118.15 N/m, LO-TO term = 92.77 N/m
C: hw_TO = 50.684 meV, hw_LO = 67.720 meV, omega_LO = 1.0288e+14 rad/s
C: (w_LO/w_TO)^2 = 1.78521, eps_s/eps_inf = 1.78521
C: zero-point length sqrt(hbar/2 mu w_LO) = 5.0715 pm
C: e^2 Z*/(eps0 Om eps_inf) = 289.522 eV/nm^2
C: q|g_LO| microscopic = 1468.30, Froehlich = 1468.30 meV/nm = 2.3525e-10 J/m
C: q=0.1 1/nm along [123]: |g_LO|=14682.49, Froehlich=14683.02, max|g_TO|=1.036 meV
C: q=0.5 1/nm along [123]: |g_LO|=2933.92, Froehlich=2936.60, max|g_TO|=5.173 meV
C: q=1.0 1/nm along [123]: |g_LO|=1462.92, Froehlich=1468.30, max|g_TO|=10.302 meV
C: q=3.0 1/nm along [123]: |g_LO|=472.69, Froehlich=489.43, max|g_TO|=29.524 meV
C: alpha = 1.1021, polaron radius sqrt(hbar/2 m* w_LO) = 1.0608 nm
C: second-order shift: quadrature -74.63 meV, -alpha hw_LO -74.63 meV
```
